# Cahn Kinetics: Nucleation on Random Planes and the Falling Avrami Exponent

## Planes that are covered from the start

Let an amorphous body contain flat, unbounded internal planes, and let each be covered with a thin crystalline skin at time $t=0$. The skins thicken on both sides at constant speed $G$. A point is still amorphous at time $t$ if no plane lies within the distance $Gt$ of it.

The planes are placed at random, with total area $S$ per unit volume. "At random" means that they form a Poisson set: planes of a given orientation cut a line along their normal at independent points of uniform mean density. To find this density, take a column of unit cross-section and length $L$ along the normal. If $N$ planes of this orientation cross it, they contribute an area $N$ in a volume $L$, so the number of planes per unit length equals their area per unit volume. A distance between $y$ and $y+dy$ from the point can occur on either side, which gives a factor of two. Summing over orientations,

$$\text{mean number of planes at distance } y\ldots y+dy \;=\; 2S\,dy. \tag{1}$$

The distribution of orientations has dropped out. The mean number of planes within $Gt$ is $2SGt$, and the Poisson probability of finding none is $e^{-2SGt}$. The crystalline fraction is therefore

$$X = 1-e^{-2SGt}. \tag{2}$$

For any transformation we define the extended fraction $X_e$ and the local Avrami exponent $n$ by

$$X_e=-\ln(1-X),\qquad n=\frac{d\ln X_e}{d\ln t}. \tag{3}$$

Equation (2) has $X_e=2SGt$ and thus $n=1$: layers grow in one direction, and nothing new is nucleated. If the planes start bare, the skins must first form from separate nuclei, and the exponent starts higher.

## Nucleation on bare planes

From $t=0$, nuclei now appear on the planes at a constant rate $I$ per unit of untransformed plane area. Each grows as a sphere of radius $G(t-\tau)$, where $\tau$ is its time of birth, until it meets other crystal. Growth passes through other planes without hindrance.

The restriction to untransformed area makes the events depend on one another. It can be removed. Let nuclei be born everywhere on the planes at the rate $I$, including "phantoms" inside existing crystal. Nucleus $i$, born at $\mathbf x_i$ at time $\tau_i$, would reach a point $\mathbf x$ without obstruction at

$$T_i=\tau_i+\frac{|\mathbf x-\mathbf x_i|}{G}. \tag{4}$$

Let $i$ be the nucleus with the smallest $T_i$; ties have probability zero. Suppose that it were a phantom. Its site would already have been reached by some nucleus $j$, so that $\tau_j+|\mathbf x_i-\mathbf x_j|/G\le\tau_i$. The triangle inequality then gives

$$T_j\le\tau_j+\frac{|\mathbf x_i-\mathbf x_j|+|\mathbf x-\mathbf x_i|}{G}\le\tau_i+\frac{|\mathbf x-\mathbf x_i|}{G}=T_i,$$

which contradicts the choice of $i$. The first arrival is therefore a real nucleus. The same argument applies to each point on the straight line from $\mathbf x_i$ to $\mathbf x$: had another grain been there first, it would also have reached $\mathbf x$ first. So the grain is not blocked on its way, and $\mathbf x$ crystallizes at the smallest $T_i$ of the unrestricted process. The argument, as written with (4), assumes the same constant speed for all grains and directions.

### One plane

Consider a point at distance $y<Gt$ from a plane. A nucleus born at $\tau$ reaches it by time $t$ if its distance from the point is at most $G(t-\tau)$. By Pythagoras, it must lie in a disc of area $\pi[G^2(t-\tau)^2-y^2]$ on the plane. The disc exists for $\tau<t-y/G$. The mean number of nuclei that reach the point is, with $s=t-\tau$,

$$Y_e=\pi I\int_{y/G}^{t}\left(G^2s^2-y^2\right)ds
=\pi I\left[\frac{G^2t^3}{3}-\frac{y^3}{3G}-y^2t+\frac{y^3}{G}\right]. \tag{5}$$

Put $y=Gt(1-u)$, so that $u=0$ is the farthest reach of the crystals and $u=1$ is the plane itself. Then

$$\frac{Y_e}{\pi IG^2t^3}=\frac13-(1-u)^2+\frac23(1-u)^3 .$$

On expansion, the constants give $\frac13-1+\frac23=0$, the linear terms $2u-2u=0$, the quadratic terms $-u^2+2u^2=u^2$, and the cubic term is $-\frac23u^3$. Hence

$$Y_e=K f(u),\qquad f(u)=u^2-\tfrac23u^3,\qquad K=\pi a^3,\qquad a=(IG^2)^{1/3}t. \tag{6}$$

The dimensionless time $a$ compares $t$ with the time the nuclei need to cover a plane. The probability that the plane's crystals have reached the point is $Y=1-e^{-Y_e}$. On the plane itself $f(1)=\frac13$, so the covered share of the plane is

$$Y_0=1-e^{-\pi a^3/3}. \tag{7}$$

### All planes

Nuclei on different planes are independent. By (1), the probability that a plane in the interval $dy$ exists and has sent a crystal to the point is $2S\,Y(y)\,dy$. The probability of escaping all intervals is the product of the factors $1-2SY\,dy$, which is $\exp(-2S\int Y\,dy)$. With $dy=-Gt\,du$,

$$X_e=2S\int_0^{Gt}Y\,dy=2SGt\,F,\qquad F=\int_0^1\left[1-e^{-Kf(u)}\right]du. \tag{8}$$

This is Cahn's result. The factor $F$ lies between 0 and 1 and measures how far the growing layers are filled. For $F=1$ we recover (2).

A simulation in three dimensions, with $I=G=1$, $S=0.5$ and 20,000 trials, supports (8). At $t=1.1$ it gives $X=0.383$ against $0.385$ from the formula, with a standard error of $0.003$. About 45% of the nuclei drawn were suppressed because they fell inside crystal, yet leaving them in changed the state of the observed point in no trial.

## The two limits

**Early times.** For $K\ll1$ we expand $1-e^{-Kf}=Kf-\frac12K^2f^2+\dots$. The integrals needed are

$$\int_0^1 f\,du=\frac13-\frac16=\frac16,\qquad
\int_0^1 f^2du=\frac15-\frac29+\frac4{63}=\frac{13}{315}. $$

Thus $F=\frac K6\left(1-\frac{13}{105}K+\dots\right)$, and

$$X_e\simeq 2SGt\,\frac{\pi IG^2t^3}{6}=\frac{\pi}{3}\,SI\,G^3t^4. \tag{9}$$

This equals the result for nucleation throughout the volume at the rate $SI$: while the grains are small and separate, it doesn't matter that their centres lie on planes. One power of $t$ comes from the number of nuclei and three from their volume. Since $dK/d\ln t=3K$, the correction in $\ln X_e$ gives

$$n=4-\frac{13}{35}K+\dots=4-\frac{13\pi}{35}\,a^3+\dots \tag{10}$$

The exponent falls because neighbouring grains on the same plane begin to overlap.

**Late times.** For $K\gg1$ the quantity $1-F=\int_0^1e^{-Kf}du$ comes from small $u$, of order $K^{-1/2}$. There $Ku^3$ is small, so

$$e^{-Kf}=e^{-Ku^2}\left(1+\tfrac23Ku^3+\dots\right).$$

The upper limit may be moved to infinity with an exponentially small error. With $\int_0^\infty e^{-Ku^2}du=\frac12\sqrt{\pi/K}$ and $\int_0^\infty u^3e^{-Ku^2}du=1/(2K^2)$,

$$1-F=\frac12\sqrt{\frac{\pi}{K}}+\frac1{3K}+\dots=\frac{1}{2a^{3/2}}+\frac{1}{3\pi a^3}+\dots \tag{11}$$

To leading order $\ln F\simeq-\frac12a^{-3/2}$, whose derivative with respect to $\ln t$ is $+\frac34a^{-3/2}$. Therefore

$$X_e\to2SGt,\qquad n\simeq1+\frac{3}{4a^{3/2}}. \tag{12}$$

Coverage of the planes and the exponent one are thus not reached together. By (7) the bare share of a plane vanishes as $e^{-\pi a^3/3}$, while $n-1$ dies out as a power. At 50% coverage $n=3.32$; at 99% coverage it is still $1.71$.

The reason is the shape of the growth front. By (8), the mean thickness of the layer that one isolated plane grows on one side is $GtF$. It lags behind $Gt$ by

$$Gt(1-F)\simeq\frac{Gt}{2\sqrt{IG^2t^3}}=\frac{1}{2\sqrt{It}}. \tag{13}$$

The growth speed cancels, and (5) shows why. A point at a small depth $h=Gt-y$ behind the farthest reach is served by nuclei from a disc of area close to $2\pi Gt(h-G\tau)$, born during the short time $h/G$. Their mean number is $2\pi IGt\cdot h^2/(2G)=\pi Ith^2$, which reaches order one at $h\sim1/\sqrt{It}$. As time goes on, each point of the front can be reached from a wider area of the plane, and the front becomes smoother. The exponent is the ratio of the layer's growth speed to its thickness divided by $t$. By (13), the speed is $G(1+\frac14a^{-3/2})$, slightly above $G$ because the front is smoothing, and the thickness divided by $t$ is $G(1-\frac12a^{-3/2})$, below $G$ because of the lag. Both effects keep $n$ above one, and together they give the $\frac34a^{-3/2}$ of (12).

## The exponent falls at all times

The limits alone do not exclude a detour in between. From (8), with $d\ln K/d\ln t=3$,

$$n=1+3q,\qquad q=\frac{K}{F}\frac{dF}{dK}=\frac{\int_0^1Kf\,e^{-Kf}du}{\int_0^1(1-e^{-Kf})\,du}. \tag{14}$$

For $x>0$ we have $1-e^{-x}-xe^{-x}=e^{-x}(e^x-1-x)>0$. The numerator is thus positive and smaller than the denominator, so $0<q<1$ and $1<n<4$.

To show that $q$ falls steadily, integrate the denominator by parts, with $-(1-u)$ as the antiderivative of 1. The boundary term vanishes at $u=1$ because of the factor $1-u$, and at $u=0$ because $f(0)=0$. With $f'=2u(1-u)$,

$$F=K\int_0^1w\,du,\qquad w=2u(1-u)^2e^{-Kf}. \tag{15}$$

The factor $K$ cancels in (14), and $q$ becomes a weighted mean:

$$q=\frac{\int_0^1 m\,w\,du}{\int_0^1w\,du}\equiv\langle m\rangle,\qquad
m(u)=\frac{f}{2u(1-u)^2}=\frac{u(3-2u)}{6(1-u)^2}. \tag{16}$$

The function $m$ increases with $u$, since

$$\frac{d\ln m}{du}=\frac1u-\frac{2}{3-2u}+\frac{2}{1-u}>0,$$

where the last term outweighs the second because $1-u<3-2u$. The weight depends on $K$ through $\partial w/\partial K=-fw$. Differentiating the quotient in (16) gives

$$\frac{dq}{dK}=-\langle mf\rangle+\langle m\rangle\langle f\rangle
=-\tfrac12\big\langle[m(u)-m(v)][f(u)-f(v)]\big\rangle<0, \tag{17}$$

where $u$ and $v$ are drawn independently with the weight $w$. Both brackets have the same sign, because $m$ and $f$ both increase. Since $K$ grows with time, $n$ falls strictly from 4 to 1 within this model.

## When the fall can be seen

The fall takes place around $a\sim1$. Whether much of the body is still amorphous by then depends on the density of planes. Since $t=a(IG^2)^{-1/3}$, equation (8) becomes

$$X_e=2\sigma\,a\,F(a),\qquad\sigma=S\left(\frac GI\right)^{1/3}. \tag{18}$$

The length $(G/I)^{1/3}$ is of the order of the distance between nuclei on a plane when it becomes covered, and $\sigma$ compares it with the spacing $1/S$ of the planes. At $X=0.5$ we solve $2\sigma aF=\ln2$:

| $\sigma$ | $a$ | coverage | $n$ |
|---|---|---|---|
| 0.01 | 34.7 | 1.00 | 1.00 |
| 0.1 | 3.73 | 1.00 | 1.12 |
| 1 | 0.98 | 0.63 | 3.08 |
| 10 | 0.51 | 0.13 | 3.85 |

For $\sigma\ll1$ the half-time follows from $2\sigma a\simeq\ln2$, and most of the transformation runs with $n$ near one. For $\sigma\gg1$, (9) gives $\frac\pi3\sigma a^4\simeq\ln2$: the body is half crystalline while its planes are largely bare, and $n$ is near four. The later fall then concerns an amorphous remainder too small to matter.

## A phase-change film

Take a film of a phase-change alloy, annealed at 423 K. It is 1000 nm thick and has upright internal planes, placed independently at random as assumed above, and faces that do not nucleate. For illustration we assume $G=1$ nm/s, $I=10^{-5}$ nm$^{-2}$s$^{-1}$ and $S=0.002$ nm$^{-1}$. Then

$$(IG^2)^{-1/3}=(10^{-5})^{-1/3}\ \text{s}=46.4\ \text{s},\qquad \sigma=0.002\times46.4=0.093 .$$

At $t=100$ s, $a=2.154$ and $a^3=10.0$. Equation (11) gives $1-F\simeq0.158+0.011$, so $X_e\simeq0.4\times0.831=0.332$; the full integral gives $0.331$, or $X=0.28$. For the exponent, the leading term (12) gives $1.24$ against the full value $1.35$, so it is still crude at this time.

The exponent is 3.99 at 10 s, 2.85 at 50 s and 1.09 at 200 s. Half the film is crystalline at 185 s, when $n=1.11$. The layers then lag by 12 nm, and indeed $X_e=2S(Gt-12\ \text{nm})=0.004\times173=0.69=\ln2$. Planes covered from the start would have given $X=0.52$ at that time.

A straight line through the points $X=0.1$ (54 s) and $X=0.9$ (582 s) of an Avrami plot has the slope 1.30. By (3), such a slope is the mean of $n$ over $\ln t$, so it still contains part of the steep start. It is not the exponent of a separate mechanism.

### What the model leaves out

**Nucleation between the planes.** At a rate $I_v$ per volume it adds $\frac\pi3I_vG^3t^4$ to $X_e$. For an assumed $I_v=10^{-11}$ nm$^{-3}$s$^{-1}$ this is 0.012 at the half-time, or 1.8% of $\ln2$. But it grows as $t^4$: at 582 s it is $0.0123\times(582/185)^4\simeq1.2$, against 2.3 from the planes. The combined exponent, weighted by the two parts, is then near 2. The exponent one thus belongs to a window,

$$(IG^2)^{-1/3}\ll t\ll\left(\frac{6S}{\pi I_vG^2}\right)^{1/3}, \tag{19}$$

whose upper end, where both parts of $X_e$ are about equal, is near 725 s here. The two ends must lie far apart for the exponent to come close to one. With the present numbers they do not, and the combined exponent has a minimum of about 1.16 near 195 s. The time for $X=0.9$ quoted above holds if $I_v$ is much smaller than assumed in this estimate.

**Regular spacing.** Let the planes be parallel and 500 nm apart, with the same $S$. At 185 s no point is within reach of two planes, so $X$ equals $p=2SGtF=0.69$ itself, not $1-e^{-p}=0.50$. Definition (3) then gives

$$n_{\text{reg}}=\frac{p}{(1-p)[-\ln(1-p)]}\,n=2.1 .$$

The exponent one thus rests on random placement as well as on covered planes.

**Delay.** If nucleation starts 20 s late and the clock is not corrected, the exponent read at half transformation is $n(t+20\ \text{s})/t=1.107\times205/185=1.23$.

**Temperature.** With an assumed barrier of 2.5 eV for both $I$ and $G$, one kelvin more raises both rates by 18%. Then $\sigma$ is unchanged and all times shrink by the factor $1/1.18$. Extrapolated to storage at 358 K, the half-time becomes $4.7\times10^7$ s, or about 1.5 years. This assumes one Arrhenius law over 65 K and is no prediction of retention.

### Comparison with real films

The chosen film is far thicker than the active layers of memory cells, which are typically some tens of nanometres. In such thin layers the faces are no longer distant, and they may also nucleate crystals themselves. In the 1000 nm film, a point on a passive face has lost half its possible nuclei, which lowers $X$ at 185 s from 0.50 to 0.49. If instead both faces nucleate like the planes, $X$ rises to about 0.67. In a film with passive faces that is much thinner than $(G/I)^{1/3}$, here 46 nm, grains on upright planes become flat discs well before the planes are covered. Their number then grows as $t$ and their area as $t^2$, so the exponent at this stage is near 3 instead of 4. With the rates assumed here, a film of some tens of nanometres is not thin enough: its planes are covered too soon, and the exponent passes through 3 without settling there. Real boundaries are also finite and curved, and (8) needs them to be flat over distances of order $Gt$, here 185 nm at the half-time. Flatness alone is not enough: walls that close into columns are not placed independently. For square columns of side $2/S=1000$ nm, which have the same $S$, the fraction is $X=1-(1-SGtF)^2=0.57$ at 185 s, with $n=1.38$. The exponent rises afterwards, because no point lies more than 500 nm from a wall, and the film is crystalline at little more than 500 s. A measured exponent near one is therefore compatible with covered planes but does not prove them; micrographs of the layers, or a change of $S$ at fixed $I$ and $G$, would test the picture more directly. The remaining values are in the numerical output.

## Computed values

```
Simulation, units I = G = 1, S = 0.5; 20000 trials
  plane area per volume, measured: 0.4996
  share of nuclei suppressed in crystal: 0.447
  t=0.7: X simulated 0.1046, formula 0.1046, std error 0.0022
  t=1.1: X simulated 0.3826, formula 0.3846, std error 0.0034
  t=1.6: X simulated 0.6823, formula 0.6788, std error 0.0033
Early (4-n)/a^3: 1.1668; 13 pi/35 = 1.1669
Late (n-1)a^1.5 at a=50: 0.7520; limit 0.75
Plane coverage 0.50: a = 0.871, n = 3.320
Plane coverage 0.99: a = 1.638, n = 1.713
At X = 0.5, for several sigma (dimensionless):
  sigma=0.001: a=346.600, coverage=1.0000, n=1.000
  sigma=0.01: a=34.742, coverage=1.0000, n=1.004
  sigma=0.1: a=3.733, coverage=1.0000, n=1.120
  sigma=1: a=0.981, coverage=0.6279, n=3.081
  sigma=10: a=0.514, coverage=0.1325, n=3.846
  sigma=100: a=0.286, coverage=0.0242, n=3.973
Inputs: G=1 nm/s, I=1e-05 nm^-2 s^-1, S=0.002 nm^-1
  film 1000 nm, T=423 K, barrier 2.5 eV
Time unit (I G^2)^(-1/3): 46.42 s
Length unit (G/I)^(1/3): 46.42 nm; sigma=0.0928
  t=10 s: a=0.215, coverage=0.0104, Xe=0.00021, X=0.00021, n=3.988
  t=20 s: a=0.431, coverage=0.0804, Xe=0.00325, X=0.00324, n=3.908
  t=50 s: a=1.077, coverage=0.7299, Xe=0.08496, X=0.08145, n=2.854
  t=100 s: a=2.154, coverage=1.0000, Xe=0.33127, X=0.28199, n=1.345
  t=200 s: a=4.309, coverage=1.0000, Xe=0.75413, X=0.52958, n=1.094
  t=400 s: a=8.618, coverage=1.0000, Xe=1.56811, X=0.79156, n=1.031
  t=800 s: a=17.235, coverage=1.0000, Xe=3.17757, X=0.95831, n=1.011
Times for X=0.1, 0.5, 0.9: 54.1, 185.2, 582.2 s
n at half-time: 1.107; Avrami slope X=0.1 to 0.9: 1.298
Layer lag at half-time: 11.95 nm; 1/(2 sqrt(I t)) = 11.62 nm
X at half-time if planes were covered from t=0: 0.5233
Neglected effects, at the half-time 185.2 s:
  bulk nucleation 1e-11 nm^-3 s^-1 adds to Xe: 0.0123 (1.8 %)
  delay 20 s: n on the clock 1.226
  X at a passive film face (half the nuclei): 0.4895
  X if both faces nucleate like the planes: 0.6733
  regular spacing 1/S = 500 nm: X=0.6931, n=2.116
  1 K hotter: both rates rise by 17.6 %
  Arrhenius half-time at 358 K: 4.74e+07 s = 549 days
```
